\section*{Dropping equation-of-motion operators in relativistic corrections to bound-state energies, part 1}

(Sections cited here and not found follow in the second part.)

\section{The decision}

A calculation of the relativistic correction of order $1/c^2$ to an atomic level has to choose how to evaluate the Darwin term. For a point nucleus the local form $\nabla^2V/8c^2$ is a delta function and needs the wave function at one point. A global form, built from $\mathbf p\cdot V\mathbf p$ and $V(E-V)$, samples the whole wave function. The same choice arises earlier, when the lower Dirac components are eliminated and an operator with a time derivative appears that one would like to trade for static operators. In both cases the two candidates differ by an operator proportional to the equation of motion. The question is when such an operator may be dropped.

The answer has three parts. An invertible field redefinition with all generated terms kept leaves every bound-state energy unchanged. Simply deleting the operator preserves energies to first order in its coefficient, provided they are evaluated on exact eigenstates of the lowest-order Hamiltonian, and changes them at second order by an amount that is computable for a smooth potential and, for the two forms of the Darwin term, divergent for $s$ states of a point nucleus (Entry 5). Wave functions change already at first order.

\paragraph{Conventions.} Hartree units are used, with mass $m=1$ and $\epsilon=1/c^2=5.325135\times10^{-5}$. One particle moves in a static potential energy $V(\mathbf r)$ with no vector potential; this is the one-particle sector of NRQED in a fixed external field, without recoil. Define
\begin{equation}
H_0=\tfrac12p^2+V,\qquad W=i\partial_t-H_0,\qquad L=\int d^3r\,\psi^\dagger M\psi .
\end{equation}
The lowest-order equation of motion is $W\psi=0$. For $\psi\propto e^{-iEt}$ the kernel becomes $M(E)$ with $i\partial_t\to E$, and the bound-state energies are the $E$ at which $M(E)$ has a normalizable zero mode. The kernels studied are
\begin{equation}
M=W-\epsilon U+\epsilon\{O,W\},\label{kernel}
\end{equation}
with $O$ and $U$ Hermitian and time independent. $U$ is an ordinary perturbation and $\{O,W\}=OW+WO$ is the equation-of-motion operator.

\section{Entry 1: two levels}

If $O$ is a number and $U=0$, then $M=(1+2\epsilon O)W$, which has the zero modes of $W$ as long as $1+2\epsilon O\neq0$. The first case with content is two levels $E_0,E_1$ and an $O$ with only a real off-diagonal element $o$. The element of $\{O,W\}$ between the levels is $o(E-E_1)+(E-E_0)o$, so
\begin{equation}
\det M=(E-E_0)(E-E_1)-\epsilon^2o^2(2E-E_0-E_1)^2=0 .
\end{equation}
Near $E_0$, set $E=E_0$ everywhere except in the first factor; the error is of order $\epsilon^4$. Dividing by $E_0-E_1$ gives
\begin{equation}
E-E_0=-\epsilon^2o^2(E_1-E_0).\label{two}
\end{equation}
There is no shift of order $\epsilon$, and there is one of order $\epsilon^2$. Limit check: for $E_1=E_0$ the determinant is $(E-E_0)^2(1-4\epsilon^2o^2)$ and nothing moves, as it must, since $W$ is then a number that factors out of $M$.

\section{Entry 2: general operators}

\paragraph{Exact statement.} Collecting the terms of \eqref{kernel} that multiply $E$,
\begin{equation}
M(E)=ES-K,\qquad S=1+2\epsilon O,\qquad K=H_0+\epsilon U+\epsilon\{O,H_0\}.
\end{equation}
Put $\psi=R\phi$ with $R$ static and invertible. The kernel for $\phi$ is $M'=R^\dagger MR$. If $M\psi=0$ then $M'R^{-1}\psi=0$, and conversely, so the energies coincide. The Green functions obey $M^{-1}=R\,M'^{-1}R^\dagger$: the poles are the same and the residues differ. In a path integral the change of variables is linear, so its Jacobian does not depend on $\psi$, and for a fixed external $V$ it cancels from normalized correlation functions. If $S>0$ one may choose $R=S^{-1/2}$, which gives $M'=E-H$ with $H=S^{-1/2}KS^{-1/2}$, a Hamiltonian with no equation-of-motion operator left.

\paragraph{Linear redefinition.} Take $R=1-\epsilon O$ and sort $RMR$ by powers of $\epsilon$. At order $\epsilon$ the terms are $-U+\{O,W\}-OW-WO=-U$: the unwanted operator cancels. At order $\epsilon^2$ the terms are $OWO+\{O,U\}-O\{O,W\}-\{O,W\}O$. Since $O\{O,W\}=O^2W+OWO$ and $\{O,W\}O=OWO+WO^2$, this equals $\{O,U\}-\{O^2,W\}-OWO$. Expanding the double commutator, $[O,[O,W]]=O^2W-2OWO+WO^2$, so $OWO=\tfrac12\{O^2,W\}-\tfrac12[O,[O,W]]$. Because $O$ is static it commutes with $i\partial_t$, hence $[O,[O,W]]=-[O,[O,H_0]]$. Together,
\begin{align}
RMR&=W-\epsilon U-\epsilon^2\Big[\tfrac32\{O^2,W\}+H_2\Big]+O(\epsilon^3),\\
H_2&=\tfrac12[O,[O,H_0]]-\{O,U\}.\label{H2}
\end{align}
The redefinition has generated a new equation-of-motion operator at order $\epsilon^2$, and also the operator $H_2$, which is not of that kind.

\paragraph{Full redefinition.} From $(1+x)^{-1/2}=1-x/2+3x^2/8-\dots$ with $x=2\epsilon O$, $S^{-1/2}=1-\epsilon O+\tfrac32\epsilon^2O^2+\dots$ The extra piece adds $\tfrac32\epsilon^2\{O^2,W\}$ to the kernel and cancels the new equation-of-motion operator, leaving
\begin{equation}
H=H_0+\epsilon U+\epsilon^2H_2+O(\epsilon^3).\label{Heff}
\end{equation}
The program tests both expansions with noncommuting symbols.

\paragraph{Consequences.} Let $\phi_0$ be a normalized, nondegenerate eigenstate of $H_0$ with energy $E_0$, and let $\langle\cdot\rangle$ be its expectation value. The theory with the operator kept has Hamiltonian \eqref{Heff}; the theory with it deleted has $H_0+\epsilon U$. Both share $\epsilon\langle U\rangle$ and the second-order perturbation sum over $U$, so
\begin{equation}
E_{\rm kept}-E_{\rm deleted}=\epsilon^2\langle H_2\rangle+O(\epsilon^3).\label{diff}
\end{equation}
The first-order agreement can be seen without any expansion of $S$:
\begin{equation}
\langle\{O,E_0-H_0\}\rangle=\langle O\phi_0|(E_0-H_0)\phi_0\rangle+\text{c.c.}=0,\label{first}
\end{equation}
which needs only that $O\phi_0$ be square integrable. It uses $H_0\phi_0=E_0\phi_0$ and does not hold in general for an approximate state.

For $U=0$, $\langle O^2H_0\rangle=\langle H_0O^2\rangle=E_0\langle O^2\rangle$ turns \eqref{H2} into $\langle H_2\rangle=-\langle O(H_0-E_0)O\rangle$. Limit check: for two levels this is $-o^2(E_1-E_0)$, which is \eqref{two}. If $O=f(\mathbf r)$ is a function, then $[f,p^2/2]=\tfrac12\nabla^2f+\nabla f\cdot\nabla$, and commuting once more with $f$ leaves $[f,\nabla f\cdot\nabla]=-|\nabla f|^2$. Therefore
\begin{equation}
\tfrac12[f,[f,H_0]]=-\tfrac12|\nabla f|^2,\label{grad}
\end{equation}
which vanishes for constant $f$, as Entry 1 requires.

The two fields are related by $\psi=(1-\epsilon O)\phi+O(\epsilon^2)$. With $\langle\phi|\phi\rangle=1$ the conserved norm is $\langle\psi|S|\psi\rangle=1$, so $\langle\psi|\psi\rangle=1-2\epsilon\langle O\rangle$ at first order. An operator $F$ defined on $\psi$ becomes $RFR=F-\epsilon\{O,F\}$ on $\phi$ at the same order; matrix elements of external probes are in general preserved only if the probe is transformed too, the exception being those for which $\{O,F\}$ has a vanishing matrix element.

\section{Entry 3: where the Darwin term comes from}

\paragraph{Form A.} With the rest energy removed, upper components $\psi$, lower components $\chi$ and $X=i\partial_t-V$, the Dirac Lagrangian density is
\begin{equation}
\psi^\dagger X\psi+\chi^\dagger(X+2c^2)\chi-c\,(\psi^\dagger\boldsymbol\sigma\cdot\mathbf p\,\chi+\chi^\dagger\boldsymbol\sigma\cdot\mathbf p\,\psi).
\end{equation}
Varying $\chi^\dagger$ gives $\chi=c\,(2c^2+X)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\psi$. Inserting this, the $\chi^\dagger\chi$ term contributes once and the mixed terms twice with the opposite sign, so $M=X-c^2\boldsymbol\sigma\cdot\mathbf p\,(2c^2+X)^{-1}\boldsymbol\sigma\cdot\mathbf p$. For $|E-V|\ll2c^2$ expand $(2c^2+X)^{-1}=1/2c^2-X/4c^4+\dots$ The rule $\sigma_i\sigma_j=\delta_{ij}+i\varepsilon_{ijk}\sigma_k$ gives $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, because $p_ip_j$ is symmetric. Truncating at order $\epsilon$ defines
\begin{equation}
M_A=W+\tfrac{\epsilon}{4}\,\boldsymbol\sigma\cdot\mathbf p\,(i\partial_t-V)\,\boldsymbol\sigma\cdot\mathbf p .\label{A}
\end{equation}
This is tree-level matching. Radiative corrections change the coefficients of the Darwin and spin-orbit operators found below and do not affect the argument of Entry 2.

\paragraph{Operator identity.} From $[p_i,V]=-i\partial_iV$ follows $[p_i,[p_i,V]]=-\nabla^2V$, and the left side expands to $p^2V-2p_iVp_i+Vp^2$. Hence
\begin{equation}
\mathbf p\cdot V\mathbf p=\tfrac12\{p^2,V\}+\tfrac12\nabla^2V .\label{pVp}
\end{equation}
The spin part of $\sigma_i\sigma_jp_iVp_j$ is $i\varepsilon_{ijk}\sigma_k\,[Vp_ip_j-i(\partial_iV)p_j]$. The first term vanishes by symmetry and the second is $\varepsilon_{ijk}\sigma_k(\partial_iV)p_j$, so
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p=\tfrac12\{p^2,V\}+\tfrac12\nabla^2V+\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).\label{sVs}
\end{equation}
Both identities are tested symbolically on an arbitrary spinor.

\paragraph{Form B.} Since $p^2\,i\partial_t=\tfrac12\{p^2,i\partial_t\}$, equation \eqref{sVs} gives
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,X\,\boldsymbol\sigma\cdot\mathbf p=\tfrac12\{p^2,X\}-\tfrac12\nabla^2V-\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\end{equation}
Now $X=W+p^2/2$ identically, so $\tfrac12\{p^2,X\}=\tfrac12\{p^2,W\}+\tfrac12p^4$. Multiplying by $\epsilon/4$ puts \eqref{A} in the shape \eqref{kernel}:
\begin{align}
M_A&=W-\epsilon U_B+\epsilon\{p^2/8,W\},\\
U_B&=-\tfrac18p^4+\tfrac18\nabla^2V+\tfrac14\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\end{align}
The redefinition $\psi=(1-\epsilon p^2/8)\phi$ removes the time-derivative operator at order $\epsilon$ and, through that order, leaves form B, $H_0+\epsilon U_B$, with its kinetic, Darwin and spin-orbit corrections. Here $S=1+\epsilon p^2/4$ is always positive. Its meaning is visible in the norm: at leading order $\chi=\boldsymbol\sigma\cdot\mathbf p\,\psi/2c$, whose weight is $\epsilon\langle p^2\rangle/4=2\epsilon\langle O\rangle$. The norm missing from $\psi$ is the probability carried by the lower components. Since \eqref{A} omits the Dirac terms of order $\epsilon^2$, neither A nor B is expected to match Dirac at that order.

Limit check, constant $V$. Form B gives $E-V=p^2/2-\epsilon p^4/8$. Form A gives $(E-V)(1+\epsilon p^2/4)=p^2/2$, so $E-V=p^2/2-\epsilon p^4/8+\epsilon^2p^6/32-\dots$ Formula \eqref{H2} has a vanishing commutator and $-\{p^2/8,-p^4/8\}=p^6/32$, in agreement. The exact dispersion $c^2[(1+\epsilon p^2)^{1/2}-1]$ has $\epsilon^2p^6/16$, which differs from both.

\paragraph{Radial form.} For central $V$, $\nabla V\times\mathbf p=(V'/r)\mathbf L$. With $\mathbf J=\mathbf L+\boldsymbol\sigma/2$, $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$, which is $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. Setting $\kappa=-(l+1)$ and $\kappa=l$ in the two cases gives $\boldsymbol\sigma\cdot\mathbf L=-(\kappa+1)$. The product rule yields $(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=\mathbf r\cdot\mathbf p+i\boldsymbol\sigma\cdot\mathbf L$; multiplying from the left by $\boldsymbol\sigma\cdot\mathbf r/r^2$ gives $\boldsymbol\sigma\cdot\mathbf p=-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,[\partial_r+(\kappa+1)/r]$. On $u(r)/r$ the bracket gives $(u'+\kappa u/r)/r$, and $\boldsymbol\sigma\cdot\hat{\mathbf r}$ is unitary and commutes with functions of $r$. Thus
\begin{align}
\langle\boldsymbol\sigma\cdot\mathbf p\,f\,\boldsymbol\sigma\cdot\mathbf p\rangle&=\int f\,(u'+\kappa u/r)^2dr,\\
\langle\mathbf p\cdot f\mathbf p\rangle&=\int f\,[(u'-u/r)^2+l(l+1)u^2/r^2]\,dr,
\end{align}
the second being $|\nabla(u/r)|^2$ split into its radial and angular parts.

\section{Entry 4: two forms of the Darwin term alone}

The local form is $M_L=W-\epsilon\nabla^2V/8$. By \eqref{pVp}, $\nabla^2V/8=\mathbf p\cdot V\mathbf p/4-\{p^2,V\}/8$. Use $p^2=2(X-W)$; since $V$ is static it commutes with $X$, so $\{p^2,V\}/8=VX/2-\{V,W\}/4$. Then
\begin{equation}
\tfrac18\nabla^2V=U_G+\{V/4,W\},\qquad U_G=\tfrac14\mathbf p\cdot V\mathbf p-\tfrac12V(i\partial_t-V).\label{LG}
\end{equation}
The global form $M_G=W-\epsilon U_G$ therefore equals $M_L+\epsilon\{V/4,W\}$, the case $O=V/4$, $U=\nabla^2V/8$, and $\psi=(1-\epsilon V/4)\phi$ maps it to the local form through order $\epsilon$. Projecting $M_G(E)\psi=0$ on $\phi_0$ gives the first-order shift $\epsilon\langle U_G\rangle$ with $i\partial_t\to E_0$. At second order, \eqref{grad} gives $-|\nabla V|^2/32$, and $\{V/4,\nabla^2V/8\}=V\nabla^2V/16$, so
\begin{equation}
E_G-E_L=\epsilon^2\Big\langle-\tfrac1{32}|\nabla V|^2-\tfrac1{16}V\nabla^2V\Big\rangle+O(\epsilon^3).\label{GL}
\end{equation}
The exact map needs $S=1+\epsilon V/2>0$, that is $V>-2c^2$ everywhere. Limit check, constant $V$: $U_G=Vp^2/4-V(E-V)/2=-VW/2$, so $M_G=(1+\epsilon V/2)W$ and no energy moves, as \eqref{GL} says.

An invertible field redefinition with all generated terms kept preserves the bound-state energies, while simply deleting the equation-of-motion operator preserves them only to first order on exact eigenstates and changes them at second order by $\epsilon^2\langle H_2\rangle$. It remains to test this for the point Coulomb potential, where the second-order comparison of the two Darwin forms diverges for $s$ states, and for a smooth well, where it is finite.
